# How Core–Rydberg Direct and Exchange Slater Integrals Scale with n*

## Question

An atom has one electron in a compact core orbital and another in a Rydberg orbital $nl$. Their Coulomb repulsion enters the energy through a direct integral $F^0$ and exchange integrals $G^k$. How large are these integrals, and how does each fall as the Rydberg electron is excited further?

## Answer

### What is being compared

Hartree atomic units are used: energies in $E_h$, lengths in bohr. The radial functions $P(r)$ are real, with $\int_0^\infty P^2\,dr=1$. With $r_<$ and $r_>$ the smaller and larger of $r_1,r_2$,

$$F^k=\iint P_c^2(r_1)\,P_{nl}^2(r_2)\,\frac{r_<^k}{r_>^{k+1}}\,dr_1dr_2,$$

$$G^k=\iint P_c(r_1)P_{nl}(r_1)\,\frac{r_<^k}{r_>^{k+1}}\,P_c(r_2)P_{nl}(r_2)\,dr_1dr_2 .$$

The core orbital $P_c$ is frozen and confined to a few bohr. The Rydberg electron moves in a local potential

$$V(r)=-\frac{Z}{r}+U(r),$$

where $Z$ is the net charge of the ion left behind and $U$ decays exponentially outside the core. Its energy defines the effective quantum number, $E=-Z^2/(2n^{*2})$. The limit is $n^*\to\infty$ at fixed $l$.

The two integrals differ in one respect. In $G^k$ the factors $P_c$ hold both coordinates inside the core. In $F^0$ they hold only one, and the other ranges over the whole Rydberg orbit. The size of $G^k$ therefore depends on how much Rydberg amplitude reaches the core.

### The Rydberg amplitude near the core

Outside the core, but at distances where the centrifugal term is already negligible, the local wavenumber is

$$k(r)=\sqrt{\frac{2Z}{r}-\frac{Z^2}{n^{*2}}},\qquad r_t=\frac{2n^{*2}}{Z},$$

with $r_t$ the outer turning point. The WKB wave that decays beyond $r_t$ is

$$P_{nl}\simeq\frac{A}{\sqrt{k}}\,\sin\!\left(\int_r^{r_t}k\,ds+\frac{\pi}{4}\right).$$

**Normalisation.** Over many oscillations $\sin^2$ averages to $1/2$, so $\tfrac12A^2\int dr/k=1$. Put $r=r_t\sin^2\theta$. Then $k=(Z/n^*)\cot\theta$ and $dr=2r_t\sin\theta\cos\theta\,d\theta$, so

$$\int_0^{r_t}\frac{dr}{k}=\frac{2r_tn^*}{Z}\int_0^{\pi/2}\sin^2\theta\,d\theta=\frac{4n^{*3}}{Z^2}\cdot\frac{\pi}{4}=\frac{\pi n^{*3}}{Z^2},$$

$$A^2=\frac{2Z^2}{\pi n^{*3}} .$$

The integral $\int dr/k$ is half the classical orbital period. The electron spends nearly all of that time far out, and the time it spends near the core on each pass hardly depends on $n^*$. The probability of finding it there falls as the inverse period, $n^{*-3}$.

**Phase.** The same substitution gives

$$\int_0^{r_t}k\,dr=\frac{2r_tZ}{n^*}\int_0^{\pi/2}\cos^2\theta\,d\theta=4n^*\cdot\frac{\pi}{4}=\pi n^* .$$

For $r\ll r_t$ the part from $0$ to $r$ is $\int_0^r\sqrt{2Z/s}\,ds=\sqrt{8Zr}$, with an error of order $r^{3/2}/n^{*2}$. Write $x=\sqrt{8Zr}$. At the inner end $k^{-1/2}=(r/2Z)^{1/4}$, hence

$$P_{nl}\simeq n^{*-3/2}\sqrt{\frac{2Z^2}{\pi}}\left(\frac{r}{2Z}\right)^{1/4}\sin\!\left(\pi n^*-x+\frac{\pi}{4}\right).\qquad(1)$$

**Continuation inwards.** At fixed $r$ the energy term in the radial equation vanishes as $n^*\to\infty$. Outside the core the equation becomes

$$P''+\left[\frac{2Z}{r}-\frac{l(l+1)}{r^2}\right]P=0 .$$

Set $P=\sqrt r\,w(x)$. Since $dx/dr=x/(2r)$,

$$P'=\frac{w+xw'}{2\sqrt r},\qquad P''=\frac{x^2w''+xw'-w}{4r^{3/2}} .$$

The bracket times $P$ equals $[x^2-4l(l+1)]w/(4r^{3/2})$. The sum is Bessel's equation of order $2l+1$:

$$x^2w''+xw'+\left[x^2-(2l+1)^2\right]w=0 .$$

The solution regular at the nucleus is unique up to a factor, so the core fixes the mixture of $J_{2l+1}$ and $Y_{2l+1}$. Name this mixture by an angle $\pi\mu$:

$$f(r)=\sqrt2\,Z\sqrt r\,\left[J_{2l+1}(x)\cos\pi\mu-Y_{2l+1}(x)\sin\pi\mu\right].\qquad(2)$$

At large $x$ the bracket tends to $\sqrt{2/(\pi x)}\,\cos(x-l\pi-\tfrac{3\pi}{4}+\pi\mu)$. The sine in (1) has this form, up to an overall sign, when $n^*=m-\mu$ with $m$ an integer:

$$\sin\!\left(\pi m-\pi\mu-x+\tfrac{\pi}{4}\right)=(-1)^m\cos\!\left(x+\pi\mu+\tfrac{\pi}{4}\right)=(-1)^{m+l+1}\cos\!\left(x-l\pi-\tfrac{3\pi}{4}+\pi\mu\right).$$

So $\mu$ is the threshold quantum defect, modulo 1. The prefactor in (2) follows from the amplitudes. Because $\sqrt r\,x^{-1/2}=(r/8Z)^{1/4}=(r/2Z)^{1/4}/\sqrt2$, a prefactor $C$ gives $C\pi^{-1/2}(r/2Z)^{1/4}$. Equation (1) requires $\sqrt2\,Z\pi^{-1/2}(r/2Z)^{1/4}$, so $C=\sqrt2\,Z$.

Inside the core, $f$ denotes the regular zero-energy solution that joins (2). Up to sign, at every fixed $r$,

$$P_{nl}(r)\to n^{*-3/2}f(r),\qquad n^*\to\infty .\qquad(3)$$

### Exchange

Both coordinates in $G^k$ are confined by $P_c$, so (3) may be used for both factors $P_{nl}$:

$$G^k\to\frac{g_k}{n^{*3}},\qquad g_k=\iint P_cf(r_1)\,\frac{r_<^k}{r_>^{k+1}}\,P_cf(r_2)\,dr_1dr_2 .\qquad(4)$$

The coefficient cannot vanish. Since $r_>^{-2k-1}=(2k+1)\int_{r_>}^\infty s^{-2k-2}ds$ and $r_<^k/r_>^{k+1}=(r_1r_2)^k\,r_>^{-2k-1}$,

$$g_k=(2k+1)\int_0^\infty\frac{ds}{s^{2k+2}}\left[\int_0^s r^kP_cf\,dr\right]^2>0 .$$

The power $-3$ therefore holds for each $k$. The size of $g_k$ depends on the core, on $l$ and on the quantum defect.

### Direct repulsion

In $F^0$ the core electron acts as a spherical charge. With $\int_0^\infty P_c^2\,ds=1$, its potential at $r$ is

$$\frac1r\int_0^rP_c^2\,ds+\int_r^\infty\frac{P_c^2}{s}\,ds=\frac1r-D(r),\qquad D(r)=\int_r^\infty P_c^2(s)\left(\frac1r-\frac1s\right)ds .$$

Hence $F^0=\langle1/r\rangle-\langle D\rangle$, with averages over $P_{nl}^2$. The deficit $D$ is confined to the core.

The virial theorem supplies $\langle1/r\rangle$. Stretch the orbital to $\sqrt\lambda\,P_{nl}(\lambda r)$. The kinetic energy $T$, centrifugal part included, becomes $\lambda^2T$, and the potential energy becomes $\langle V(r/\lambda)\rangle$. The energy is stationary at $\lambda=1$, so $2T=\langle rV'\rangle$ and

$$E=\tfrac12\langle rV'\rangle+\langle V\rangle=-\tfrac12Z\langle1/r\rangle+\tfrac12\langle rU'\rangle+\langle U\rangle .$$

Inserting $E=-Z^2/(2n^{*2})$ and solving,

$$\left\langle\frac1r\right\rangle=\frac{Z}{n^{*2}}+\frac1Z\langle2U+rU'\rangle .$$

The last average and $\langle D\rangle$ are of short range, so (3) applies to them:

$$F^0=\frac{Z}{n^{*2}}+\frac{b}{n^{*3}}+\dots,\qquad b=\int_0^\infty f^2\left[\frac{2U+rU'}{Z}-D\right]dr .\qquad(5)$$

The leading term does not depend on the core orbital. It is the repulsion between the distant electron and a unit charge at the nucleus.

The power $-2$ can also be read from (3). Far from the core $f^2$ grows on average as $\sqrt r$, so $\int f^2/r\,dr$ grows as the square root of its upper limit. The orbit cuts it off at $r_t\propto n^{*2}$, which gives a factor $n^*$ and turns $n^{*-3}$ into $n^{*-2}$. For $F^k$ with $k\ge2$, which enters the energy only when both the core orbital and the Rydberg orbital have nonzero angular momentum, the integrand falls as $r^{-k-1/2}$. The integral then converges near the core and $F^k\propto n^{*-3}$. The slower law belongs to the monopole, not to direct integrals in general.

The ratio of exchange to direct repulsion is, at leading order,

$$\frac{G^k}{F^0}\to\frac{g_k}{Zn^*} .$$

This is not a ratio of observable level shifts. For a core of one electron and nuclear charge $Z+1$, the nuclear attraction and $F^0$ add up to

$$-(Z+1)\langle1/r\rangle+F^0=-Z\langle1/r\rangle-\langle D\rangle .$$

The long-range part of $F^0$ has become part of the ion's Coulomb field. What remains, $\langle D\rangle$, falls as $n^{*-3}$, like the exchange energy.

### A closed estimate of the exchange coefficient

Take a $1s$ core, $P_c=2\zeta^{3/2}re^{-\zeta r}$, an outer $np$ electron, $Z=1$ and $\mu\approx0$. Then $f=\sqrt{2r}\,J_3(\sqrt{8r})$. With $(x/2)^2=2r$, the Bessel series begins

$$J_3(x)=\frac{(2r)^{3/2}}{6}\left(1-\frac r2+\dots\right),\qquad f=\frac23r^2\left(1-\frac r2+\dots\right)\approx\frac23r^2e^{-r/2} .$$

The exponential agrees with the series through the term shown. Let $p=\zeta+\tfrac12$. Then $P_cf=\tfrac43\zeta^{3/2}r^3e^{-pr}$. For $k=1$ the powers combine to $r_1^3r_2^3\,r_</r_>^2=r_<^4\,r_>$. The two orderings of the coordinates contribute equally, so

$$g_1\approx\frac{16\zeta^3}{9}\cdot2\int_0^\infty s^4e^{-ps}\left[\int_s^\infty re^{-pr}dr\right]ds .$$

The inner integral is $e^{-ps}(s/p+1/p^2)$, and therefore

$$g_1\approx\frac{32\zeta^3}{9}\left[\frac{5!}{p(2p)^6}+\frac{4!}{p^2(2p)^5}\right]=\frac{32\zeta^3}{9p^7}\left(\frac{15}{8}+\frac34\right)=\frac{28\,\zeta^3}{3(\zeta+\frac12)^7} .\qquad(6)$$

For a very compact core this tends to $28/(3\zeta^4)$. Shrinking the core weakens its exchange with a $p$ electron, whose amplitude vanishes as $r^2$ at the nucleus.

### Helium $1snp$

The core is the nonrelativistic He$^+$ $1s$ orbital, $\zeta=2$. The outer orbital is computed in the static field of the nucleus and this core electron. Exchange, core polarisation and correlation are left out of the orbital. With $P_c^2=32s^2e^{-4s}$,

$$D=\frac{e^{-4r}(8r^2+4r+1)}{r}-e^{-4r}(8r+2)=e^{-4r}\left(2+\frac1r\right),\qquad U=-D .$$

Equation (6) gives

$$g_1\approx\frac{28\times8}{3\times(2.5)^7}=0.122\ E_h .$$

The zero-energy orbital in the static field gives $g_1=0.1177\ E_h$, so the estimate is 4% above the model's value. That closeness is partly a cancellation. With the pure Coulomb orbital the coefficient is $0.1054\ E_h$, and relative to this the exponential overestimates by 16%. The extra core attraction, which the estimate omits, raises the model's coefficient from the pure Coulomb value to $0.1177\ E_h$. For $\zeta=8$ the estimate is about 1% above the pure Coulomb value.

The computed integrals, with their scaled values, are:

| $n$ | $F^0$ ($E_h$) | $G^1$ ($E_h$) | $n^{*2}F^0$ ($E_h$) | $n^{*3}G^1$ ($E_h$) |
|---|---|---|---|---|
| 2 | $2.535\times10^{-1}$ | $1.296\times10^{-2}$ | 1.0047 | 0.1022 |
| 5 | $4.026\times10^{-2}$ | $9.313\times10^{-4}$ | 1.0021 | 0.1156 |
| 10 | $1.003\times10^{-2}$ | $1.176\times10^{-4}$ | 1.0010 | 0.1172 |
| 20 | $2.504\times10^{-3}$ | $1.472\times10^{-5}$ | 1.0005 | 0.1175 |
| 40 | $6.255\times10^{-4}$ | $1.840\times10^{-6}$ | 1.0003 | 0.1176 |

At $n=20$, where $n^*=19.989$, equations (4) and (5) with $b=0.0105\ E_h$ give

$$G^1\approx\frac{0.1177}{(19.989)^3}=1.47\times10^{-5}\ E_h,$$

$$F^0\approx\frac1{(19.989)^2}+\frac{0.0105}{(19.989)^3}=2.504\times10^{-3}\ E_h .$$

Both agree with the table. The ratio $G^1/F^0$ is $0.0059$ here and $0.051$ at $n=2$. Between $n=20$ and $n=40$ the local exponents, measured against $n^*$, are $-2.0004$ for $F^0$ and $-2.999$ for $G^1$. The probability of finding the outer electron within 2 bohr has the exponent $-2.999$ over the same interval, as (3) requires.

The scaled $F^0$ lies slightly above 1, although penetration by itself reduces the repulsion. The bracket in (5) explains the sign. For $Z=1$ and $U=-D$ it equals

$$-(3D+rD')=e^{-4r}\left(8r-2-\frac2r\right),$$

which is positive beyond $r=0.64$ bohr. The $p$ density, starting as $r^4$, gives that region more weight. The incompletely screened nucleus pulls the orbital inwards and raises $\langle1/r\rangle$ by more than $\langle D\rangle$ removes.

**The splitting.** The $1s$ and $np$ orbitals are orthogonal. To first order the singlet and triplet energies differ by $2K$, where $K$ is the exchange energy. The angular part of $1s$ times $np$ is a pure $l=1$ harmonic, so only $k=1$ contributes. Its factor is the average of $\sqrt3\cos\theta_1\,\sqrt3\cos\theta_2\,\cos\gamma$ over both directions, with $\gamma$ the angle between them. Averaging over azimuth leaves $\cos\gamma\to\cos\theta_1\cos\theta_2$, and the factor is $3\times(1/3)^2=1/3$. At $n=20$,

$$2K=\tfrac23G^1=\tfrac23\times1.472\times10^{-5}=9.81\times10^{-6}\ E_h\approx65\ \text{GHz},$$

with the singlet higher. The direct integral at the same $n$ corresponds to about $1.65\times10^4$ GHz. The splitting is a first-order value in this frozen-core model, not a spectroscopic prediction.

### Where the laws hold

The exchange law is a limit. At $n=2$ the scaled integral is 13% below $g_1$, and at $n=10$ it is 0.4% below. From $n=10$ to 20 and from 20 to 40 the remaining deviation falls by about a factor of four each time. This is consistent with a relative correction proportional to $n^{*-2}$, the order of the energy term dropped from the radial equation.

The natural variable is $n^*$, not $n$. Since $n^{*-3}=n^{-3}(1+3\mu/n+\dots)$ for $n^*=n-\mu$, using $n$ adds a relative error of order $\mu/n$, which falls more slowly than the $n^{*-2}$ correction. This is slight for the static-field $np$ orbital used above, whose defect is $\mu=0.011$ (a value of the model, not the measured singlet or triplet defect of helium), but matters when the defect is large. A model ion with $Z=2$, $V=-(2+8e^{-r})/r$ and core orbital proportional to $r^2e^{-3r}$ has an $ns$ defect of $-0.461$ modulo 1. Its $G^1$ coefficient is $0.1225\ E_h$, both from the zero-energy orbital and by extrapolating $n^{*3}G^1$ in $n^{*-2}$ from levels near $n^*=20$ and 40. Here $b=-1.18\ E_h$, so the correction to $F^0$ can have either sign. For the $np$ series of the same ion the local exponent of $F^2$ is $-3.003$, in line with the result for $k\ge2$. These comparisons are part of the numerical check.

The derivation needs $n^*$ large at fixed $l$, and $n^*\gg l$ alone is not enough. For hydrogen the ratio of $n^3P_{nl}^2$ to $f^2$ at the nucleus is $\prod_{j=1}^{l}(1-j^2/n^2)\approx1-l(l+1)(2l+1)/(6n^2)$, so for large $l$ the inner amplitude reaches its limit only when $n^{*2}\gg l^3/3$. For $l=5$ the ratio is $0.54$ at $n=10$ and $0.97$ at $n=40$. If $l$ grows with $n$, the centrifugal barrier keeps changing the inner amplitude and $g_k$ is no longer a constant. It also needs a core orbital that stays compact. If both orbitals expand together, neither coordinate is confined to a fixed region and (4) does not apply. Finally, it assumes a single electron in a fixed local potential. Where a Rydberg series mixes with another configuration, the inner amplitude can vary from level to level, and the smooth $n^{*-3}$ law need not hold.

## Calculated quantities

```
Helium 1s np, He+ 1s core with exponent 2 (1/bohr)
n=2: n*=1.99089  F0=2.53474e-01 Eh  G1=1.2957e-02 Eh
n=3: n*=2.98955  F0=1.12266e-01 Eh  G1=4.1778e-03 Eh
n=5: n*=4.98890  F0=4.02617e-02 Eh  G1=9.3127e-04 Eh
n=10: n*=9.98863  F0=1.00333e-02 Eh  G1=1.1758e-04 Eh
n=20: n*=19.98857  F0=2.50418e-03 Eh  G1=1.4718e-05 Eh
n=40: n*=39.98855  F0=6.25522e-04 Eh  G1=1.8396e-06 Eh
n=2: n*^2 F0=1.00469 Eh  n*^3 G1=0.10225 Eh
n=3: n*^2 F0=1.00337 Eh  n*^3 G1=0.11163 Eh
n=5: n*^2 F0=1.00208 Eh  n*^3 G1=0.11564 Eh
n=10: n*^2 F0=1.00105 Eh  n*^3 G1=0.11717 Eh
n=20: n*^2 F0=1.00053 Eh  n*^3 G1=0.11754 Eh
n=40: n*^2 F0=1.00026 Eh  n*^3 G1=0.11764 Eh
n=2: G1/F0=0.05112 (no unit)  P(r<2 bohr)=5.725e-02 (no unit)
n=3: G1/F0=0.03721 (no unit)  P(r<2 bohr)=1.832e-02 (no unit)
n=5: G1/F0=0.02313 (no unit)  P(r<2 bohr)=4.064e-03 (no unit)
n=10: G1/F0=0.01172 (no unit)  P(r<2 bohr)=5.119e-04 (no unit)
n=20: G1/F0=0.00588 (no unit)  P(r<2 bohr)=6.404e-05 (no unit)
n=40: G1/F0=0.00294 (no unit)  P(r<2 bohr)=8.004e-06 (no unit)
local exponent of F0, n=20 to 40: -2.0004
local exponent of G1, n=20 to 40: -2.9989
local exponent of P(r<2 bohr), n=20 to 40: -2.9991
threshold defect mu of np: 0.01146 (no unit)
g_1 from zero-energy orbital: 0.11767 Eh
g_1 extrapolated from levels: 0.11767 Eh
b from zero-energy orbital: 0.01051 Eh
b extrapolated from levels: 0.01051 Eh
g_1 closed estimate, zeta=2: 0.12233 Eh
g_1 pure Coulomb orbital, zeta=2: 0.10543 Eh
g_1 closed estimate, zeta=8: 1.4906e-03 Eh
g_1 pure Coulomb orbital, zeta=8: 1.4744e-03 Eh
closed estimate / helium g_1: 1.040 (no unit)
angular factor of G1: 0.333333 (no unit)
n=20 splitting 2 G1/3: 9.8122e-06 Eh = 64.56 GHz
n=20 F0: 2.50418e-03 Eh = 16477 GHz
Model ion, Z=2, V=-(2+8exp(-r))/r, core r^2 exp(-3r)
ns threshold defect modulo 1: -0.46095 (no unit)
n* of the two ns levels: 20.46017, 40.46075 (no unit)
g_1(2p,ns) zero-energy: 0.12249 Eh, from levels: 0.12249 Eh
b(2p,ns) zero-energy: -1.18479 Eh, from levels: -1.18478 Eh
local exponent of F2(2p,np): -3.0032
```
